The BB1 Composite Pulse: Phases, Amplitude-Error Cancellation and Remaining Error

A spin 1/2 is driven on resonance and described in the rotating frame, in atomic units (ħ = 1). Relaxation is neglected. During a pulse of phase φ the Hamiltonian is

H = (ω₁/2)(1+ε) σ_φ,  σ_φ = σ_x cos φ + σ_y sin φ,

where ω₁ is the nominal nutation frequency and ε is an unknown fractional amplitude error. The error may differ from spin to spin across a sample, but each spin keeps the same ε throughout the sequence. A pulse of nominal angle α lasts for a time α/ω₁. Its ideal propagator is

R_φ(α) = exp(−iασ_φ/2),

and its actual propagator is R_φ(α(1+ε)). The Bloch vector turns about the pulse axis in the right-handed sense.

The wanted operation is R_0(θ), with θ ≥ 0. After the θ pulse, three more pulses are applied: angle π with phase φ₁, angle 2π with phase φ₂, and angle π with phase φ₁ again. Together they form the corrector

W(ε) = R_φ₁(π(1+ε)) R_φ₂(2π(1+ε)) R_φ₁(π(1+ε)).

Operators further to the right act earlier. The phases are to be found.

**(a) Reduce the corrector to a product of small rotations, without approximation.**

Solution. Rotations about one axis add, so each pulse splits into its ideal part and its error. With δ = πε,

R_φ₁(π(1+ε)) = R_φ₁(π) exp(−iδσ_φ₁/2)
R_φ₂(2π(1+ε)) = R_φ₂(2π) exp(−iδσ_φ₂).

Since σ_φ² = 1, exp(−iασ_φ/2) = cos(α/2) − i sin(α/2) σ_φ. Hence R_φ₁(π) = −iσ_φ₁ and R_φ₂(2π) = −1. Write the ideal factor on the left in the first π pulse of the product and on the right in the last, which is allowed because the two factors commute. The numerical prefactor is (−i)(−1)(−i) = +1, so

W = σ_φ₁ exp(−iδσ_φ₁/2) exp(−iδσ_φ₂) exp(−iδσ_φ₁/2) σ_φ₁.

Inserting σ_φ₁σ_φ₁ = 1 between the exponentials shows that each exponent is to be sandwiched between two factors σ_φ₁. The outer exponents do not change. For the middle one, the Pauli product rule gives

σ_a σ_b = cos(b−a) + i sin(b−a) σ_z,  σ_z σ_a = iσ_(a+π/2).

Therefore

σ_a σ_b σ_a = cos(b−a) σ_a − sin(b−a) σ_(a+π/2) = σ_(2a−b).

The axis b has been reflected in the axis a. With χ = 2φ₁ − φ₂,

W = exp(−iδσ_φ₁/2) exp(−iδσ_χ) exp(−iδσ_φ₁/2).  (1)

A perfect corrector does nothing, W(0) = 1. An imperfect one performs a small rotation, whose axis can be chosen through the phases.

**(b) Which powers of ε can appear in the logarithm of W?**

Solution. Near ε = 0, W is close to 1 and has a unique small logarithm, W = exp(−iΩ(ε)·σ), with a real vector Ω. Reversing the sign of ε in (1) gives

W(−ε) = exp(iδσ_φ₁/2) exp(iδσ_χ) exp(iδσ_φ₁/2).

The inverse of W(ε) contains the inverse factors in reverse order. Because the product reads the same in both directions, this is the same expression, so W(−ε) = W(ε)⁻¹. It follows that Ω(−ε) = −Ω(ε), and only odd powers occur. To first order the exponents add:

Ω·σ = δ(σ_φ₁/2 + σ_χ + σ_φ₁/2) + O(ε³) = πε(σ_φ₁ + σ_χ) + O(ε³).  (2)

The second-order term is absent for every choice of phases.

**(c) Find the phases that cancel the first-order error of the complete sequence.**

Solution. The error propagator is the actual propagator times the inverse of the ideal one:

E = W R_0(θ(1+ε)) R_0(−θ) = W R_0(θε).

The main pulse leaves an unwanted rotation with exponent −iθεσ_x/2. The corrector must supply the opposite one, so from (2)

π(σ_φ₁ + σ_χ) + (θ/2)σ_x = 0.

The components of this condition are

y: sin φ₁ + sin χ = 0
x: cos φ₁ + cos χ = −θ/(2π).

The y equation has two branches, modulo 2π. If χ = φ₁ + π, the x sum vanishes, which serves only θ = 0. If χ = −φ₁, then 2φ₁ − φ₂ = −φ₁, and the x equation becomes 2 cos φ₁ = −θ/(2π). Thus

φ₁ = arccos(−θ/4π),  φ₂ = 3φ₁.  (3)

Reversing the signs of both phases gives the mirror-image solution. For 0 < θ ≤ 4π there is no other, modulo 2π. A numerical search at θ = π, started from 64 pairs of phases, also found these two solutions and no others.

Geometrically, two unit vectors at angles ±φ₁ to the x axis must add up to a vector of length θ/2π along −x. Their sum cannot be longer than 2, so a real solution requires θ ≤ 4π. Here θ is the angle nominally turned through, since the accumulated error θε is proportional to it.

**(d) Show that the second-order error is gone as well, and find what this means for an arbitrary initial state.**

Solution. With the phases (3), parts (b) and (c) give

W = exp(X + G),  X = iθεσ_x/2,  G = O(ε³),

while R_0(θε) = exp(−X). In the power series of exp(X+G), every term that is missing from exp(X) contains at least one factor G. Hence

E = exp(X+G) exp(−X) = 1 + O(ε³).

Two facts combine here. The corrector has no second-order term in its exponent, and its first-order exponent commutes with the error of the main pulse, so that multiplying the two creates no second-order term.

No initial state has entered. Let ρ = (1 + m·σ)/2 be the ideal final state, where |m| = 1 for a pure state and |m| < 1 for a mixed one. The actual final state is EρE† = ρ + O(ε³). If the leading error is written E = 1 − ig·σ + O(ε⁴), then

EρE† − ρ = −(i/2)[g·σ, m·σ] + O(ε⁴) = (g×m)·σ + O(ε⁴),

because [g·σ, m·σ] = 2i(g×m)·σ. The Bloch vector therefore misses its target by

Δm = 2g×m + O(ε⁴).  (4)

For pure states the loss can be stated without expansion. E is unitary with unit determinant, so E = e₀ − ie·σ with real e₀ and e, and e₀² + |e|² = 1. The overlap of the actual with the ideal final state has squared modulus

F = |e₀ − ie·m|² = e₀² + (e·m)².

The infidelity is therefore

1 − F = |e|² − (e·m)².  (5)

It is largest, |e|², when m is perpendicular to e, and it vanishes when m lies along e. An error vector of third order thus gives a worst-case infidelity of sixth order.

**(e) Calculate the error that remains.**

Solution. Put p = σ_φ₁, q = σ_(−φ₁), c = cos φ₁, s = sin φ₁ and K = cos 2φ₁. In (1), χ = −φ₁. Expanding the middle factor gives

W = cos δ exp(−iδp) − i sin δ exp(−iδp/2) q exp(−iδp/2).

From pq + qp = 2K and p² = 1 follows pqp = 2Kp − q. The sandwiched operator is then

exp(−iδp/2) q exp(−iδp/2)
= cos²(δ/2) q − i sin(δ/2) cos(δ/2)(pq+qp) − sin²(δ/2) pqp
= q − iK sin δ − (1−cos δ)K p.

Collecting terms as W = w₀ − iw·σ,

w₀ = cos²δ − K sin²δ
w·σ = sin δ {q + [cos δ − (1−cos δ)K] p}.

Now use p = cσ_x + sσ_y, q = cσ_x − sσ_y and 1 + K = 2c². The y component is

w_y = s sin δ [−1 + cos δ − (1−cos δ)K] = −2c²s sin δ (1−cos δ),

and w_z = 0. Through third order,

w_x = 2cδ − cδ³/3 − c³δ³,  w_y = −c²sδ³,

and through second order w₀ = 1 − 2c²δ².

Since θ = −4πc, the main error is R_0(θε) = exp(iuσ_x) with u = 2cδ. Multiplying W by cos u + i sin u σ_x, and using σ_yσ_x = −iσ_z, gives

e_x = w_x cos u − w₀ sin u
e_y = w_y cos u
e_z = w_y sin u.  (6)

In e_x, insert w₀ = 1 − u²/2 and expand:

w_x cos u = u − u³/2 − cδ³/3 − c³δ³
w₀ sin u = u − u³/6 − u³/2.

The difference is u³/6 − cδ³/3 − c³δ³. With u³ = 8c³δ³ this equals (c³ − c)δ³/3 = −cs²δ³/3. The leading error vector is therefore

g = −(πε)³ sc (s/3, c, 0),  (7)

and e_z begins only at fourth order, with −2c³sδ⁴. The worst-case infidelity to leading order is

|g|² = (πε)⁶ c²s²(s²/9 + c²) = (πε)⁶ c²s²(1 + 8c²)/9.  (8)

For 0 < θ < 4π neither c nor s vanishes, so g is not zero and the cancellation stops at second order.

For inversion, θ = π and c² = 1/16, so (8) gives (5/512)π⁶ε⁶ = 9.389 ε⁶. For θ = π/2, c² = 1/64 and the coefficient is (63/32768)π⁶. At the same small ε, the remaining infidelity of the compensated π/2 pulse is thus 63/320, or about one fifth, of that of the compensated π pulse.

**(f) Examine the end points, the position of the corrector, and the role of its symmetric order.**

Solution. At θ = 0, φ₁ = π/2 and φ₂ = 3π/2. Then q = −p, the three exponents in (1) cancel, and W = 1 for every ε. At θ = 4π, φ₁ = π and φ₂ = 3π, so all corrector pulses turn about −x. Their total angle 4π(1+ε) undoes the actual main pulse completely. As the ideal 4π rotation is the identity, E = 1 again for every ε.

The corrector may also be placed before the θ pulse or inside it. Let the actual x rotation be split into an angle b before W and an angle a after it, with a + b = θ(1+ε). Then b − θ = θε − a, and

E′ = R_0(a) W R_0(b) R_0(−θ) = R_0(a) [W R_0(θε)] R_0(−a) = R_0(a) E R_0(−a).

The vector e is merely rotated about x. Its length, and with it the worst-case infidelity, is unchanged, although a particular initial state may fare differently.

To see what the symmetric order contributes, replace W by two 2π pulses with phases φ₁ and −φ₁, which take the same total time. Their ideal parts multiply to +1, leaving

V = exp(−iδp) exp(−iδq).

The first-order exponent is the same as before, so the first-order error still cancels. In second order, V differs from exp[−iδ(p+q)] by

−(δ²/2)(pq − qp) = iδ² sin 2φ₁ σ_z,

since pq − qp = −2i sin 2φ₁ σ_z. This is an error vector of length δ²|sin 2φ₁|, and the worst-case infidelity is (πε)⁴ sin²2φ₁ to leading order. For 0 < θ < 4π it does not vanish. The phases take care of the first order, and the symmetric order of the pulses takes care of the second.

The result rests on a common ε. If the amplitude changes between pulses, the terms in the condition of part (c) acquire different factors and in general no longer cancel. A resonance offset adds a σ_z term to H, and the splitting used in part (a) then fails. The derivation promises no protection against either.

**(g) Apply the result to inversion, θ = π, for a model spin with nutation energy 10⁻¹⁰ eV. Take ε = 0.1 first. Then let the amplitude vary along the sample as 1 + x/L, with L = 10⁸ Å, and find where the worst-case infidelity stays below 10⁻⁴.**

Solution. Here cos φ₁ = −π/4π = −0.25, so

φ₁ = 104.48°,  φ₂ = 3φ₁ = 313.43°.

The plain pulse lasts π/(10⁻¹⁰ eV) = 3.142×10¹⁰ ħ/eV, or 20.68 μs. The compensated sequence turns through π + 4π = 5π and lasts five times as long, 1.571×10¹¹ ħ/eV or 103.39 μs. Relaxation must be slow on this longer time scale if it is to be neglected.

Start from m = (0, 0, 1) with ε = 0.1. The θ pulse alone turns the vector by 1.1π and leaves it at (0, 0.309, −0.951). After the three corrector pulses in turn it is at

(0.139, 0.345, 0.928)
(−0.304, −0.075, 0.950)
(0.0036, 0.0049, −0.99998).

After each of the first two corrector pulses the spin is nearer to +z than to its target. The error is removed by the sequence as a whole, not step by step.

Equation (7) gives g = (0.00242, −0.00188, 0). With the ideal final vector m = (0, 0, −1), equation (4) predicts

Δm = 2(−g_y, g_x, 0) = (0.0038, 0.0048, 0),

close to the transverse components found. The full error vector is e = (0.00243, −0.00181, 0.00029). Its small z component is the one that (6) introduces at fourth order.

For the plain pulse, E = R_0(πε), so the worst-case infidelity is sin²(πε/2). The compensated sequence, that is, the θ pulse followed by the corrector with the phases (3), is called BB1 from here on. At three amplitude errors the values are:

ε = 0.05: plain 6.16×10⁻³, BB1 1.46×10⁻⁷
ε = 0.10: plain 2.45×10⁻², BB1 9.24×10⁻⁶
ε = 0.20: plain 9.55×10⁻², BB1 5.65×10⁻⁴.

The sixth-order law gives 9.39×10⁻⁶ at ε = 0.10 and 6.01×10⁻⁴ at ε = 0.20. Relative to the full values it is too high by 1.6% and 6.4%, so in this range it serves well as an estimate.

Both infidelities repeat in ε with period 2, so further windows exist near ε = ±2. Only the window around ε = 0 is considered here. In it, for the threshold 10⁻⁴, the plain pulse requires sin(π|ε|/2) < 0.01, or |ε| < 0.00637. For BB1 the law (8) suggests

|ε| ≈ (10⁻⁴/9.389)^(1/6) = 0.148,

and the full propagator gives 0.149. The tolerated error has grown by a factor of 23.4.

Since ε = x/L, the usable region extends on either side of x = 0 by |ε|L:

plain: 0.006366 × 10⁸ Å = 6.37×10⁵ Å = 0.064 mm
BB1: 0.1492 × 10⁸ Å = 1.49×10⁷ Å = 1.49 mm.

In this model a pulse sequence five times as long inverts a region about 23 times as wide to the same standard. The model assumes exact resonance, exact phases and an amplitude that is steady in time, and at this standard these conditions are tight. The nutation frequency is 24 kHz. An offset of 1% of it, about 240 Hz, already gives a worst-case infidelity of 10⁻⁴ at ε = 0 for the plain pulse and for BB1 alike. Raising φ₁ by 1° lowers the tolerated |ε| of BB1 from 0.149 to 0.103, and an amplitude that drifts by 0.3% of the nominal value from each pulse to the next costs about 9×10⁻⁵. The gain depends on the standard. For small errors the plain infidelity grows as ε² and the compensated one as ε⁶, so the tolerated errors scale as the square root and the sixth root of the threshold. A stricter threshold therefore increases the advantage of BB1, and a looser one reduces it. The numerical output lists the values to more digits.

Numbers as computed

```
nutation energy: 1.0e-10 eV
target angle theta: 3.141593 rad
cos(phi1): -0.250000
phi1: 104.4775 deg
phi2 = 3 phi1: 313.4325 deg
example amplitude error eps: 0.10
Bloch vector (x, y, z), start +z, dimensionless, after:
  theta: 0.00000 0.30902 -0.95106
  pi(phi1): 0.13862 0.34481 0.92838
  2pi(phi2): -0.30449 -0.07470 0.94958
  pi(phi1) again: 0.00361 0.00486 -0.99998
error vector e at example eps (x, y, z), dimensionless:
  full: 0.002428 -0.001808 0.000286
  cubic g: 0.002422 -0.001876 0.000000
coefficient of eps^6 at theta=pi: 9.38857
worst-case infidelity: eps, plain, BB1, sixth-order law
  0.01 2.4672e-04 9.3871e-12 9.3886e-12
  0.05 6.1558e-03 1.4613e-07 1.4670e-07
  0.10 2.4472e-02 9.2449e-06 9.3886e-06
  0.20 9.5492e-02 5.6482e-04 6.0087e-04
infidelity threshold: 1.0e-04
largest |eps|, plain: 0.006366
largest |eps|, BB1: 0.149183
ratio of tolerated errors: 23.43
amplitude length L: 1.0e+08 angstrom
half-width, plain: 6.3663e+05 angstrom = 0.0637 mm
half-width, BB1: 1.4918e+07 angstrom = 1.4918 mm
duration, plain: 3.1416e+10 hbar/eV = 20.678 microseconds
duration, BB1: 1.5708e+11 hbar/eV = 103.392 microseconds
```
